The thermal length of a free graphene sheet

**Problem**

A large graphene sheet hangs free, without tension, at T = 300 K. Treat it as a classical elastic sheet with bending rigidity D = 1.5 eV and two-dimensional Young modulus Y = 340 N/m. Thermal bends stretch the sheet, and this stretching makes it harder to bend. Find the half wavelength at which the lowest-order thermal correction to the bending rigidity equals D itself. Does this length give the spacing of visible ripples?

**First estimate by scaling**

Consider a bend of height h and lateral size ℓ. Its curvature is of order h/ℓ², so its bending energy per area is of order Dh²/ℓ⁴. The slope h/ℓ produces a strain of order h²/ℓ², and hence a stretching energy per area of order Yh⁴/ℓ⁴. The two are comparable when

h² ~ D/Y.

Thermal motion gives a patch of area ℓ² a bending energy of order k_BT:

(Dh²/ℓ⁴)ℓ² ~ k_BT, so h² ~ k_BTℓ²/D.

Equating the two values of h² gives

ℓ ~ D/√(Yk_BT).

In matching units Y = 2122.1 eV/nm² and k_BT = 0.02585 eV, so Yk_BT = 54.86 eV²/nm² and ℓ ~ 1.5/7.41 nm = 0.20 nm. This is below the lattice constant, roughly 0.25 nm, where a continuum sheet has no meaning. The numerical factor therefore matters.

**Exact solution of the lowest-order problem**

*Removing the in-plane motion.* For small slopes the strain is

u_ij = ½(∂_i u_j + ∂_j u_i) + a_ij, with a_ij = ½ ∂_i h ∂_j h,

and the stretching energy per area is μu_ij² + ½λu_kk², with μ and λ the two-dimensional Lamé constants. Take one Fourier component with wavevector p ≠ 0. Let L denote the direction along p and t the unit vector across it. Since u varies only along p,

u_LL = ipu_L + a_LL, u_Lt = ½ipu_t + a_Lt, u_tt = a_tt.

The in-plane displacements can adjust u_LL and u_Lt freely, but not u_tt. The minimum has u_Lt = 0 and

2μu_LL + λ(u_LL + u_tt) = 0, so u_LL = −λu_tt/(2μ+λ).

It follows that u_LL + u_tt = 2μu_tt/(2μ+λ), and the energy becomes

μ|u_tt|² [λ² + (2μ+λ)² + 2λμ]/(2μ+λ)².

The bracket equals 4μ² + 6μλ + 2λ² = 2(2μ+λ)(μ+λ). The result is

½Y|a_tt|², with Y = 4μ(μ+λ)/(2μ+λ).

The uniform strain, p = 0, relaxes to zero because the edges are free.

Write h(r) = Σ_k h_k exp(ik·r), let A be the sheet area, and let B_p be the Fourier component of (t·∇h)². Then a_tt = ½B_p, and the total energy is

F = (A/2) Σ_k Dk⁴|h_k|² + (AY/8) Σ_(p≠0) |B_p|².

The two derivatives in B_p give the factor −(t·k)(t·(p−k)). Because t·p = 0, this equals +(t·k)², so

B_p = Σ_k (t·k)² h_k h_(p−k).

*Thermal amplitudes.* The modes k and −k together have energy ADk⁴|h_k|² and two real degrees of freedom, each carrying ½k_BT. Therefore

⟨|h_k|²⟩ = k_BT/(ADk⁴).

*Averaging over the other modes.* Keep a probe bend with wavevector ±q and average the stretching energy over the rest, to first order in Y. Each |B_p|² contains two factors B. A thermal pair inside one factor averages to zero, because its wavevectors add up to ±p ≠ 0. Each factor must therefore supply one probe amplitude and one thermal amplitude. There are two choices in each factor, four in all, which turns AY/8 into AY/2. Comparison with the bending term gives

D_R(q)q⁴ = Dq⁴ + Y Σ_p (t·q)⁴ ⟨|h_(q−p)|²⟩.

Set k = q − p. Then |t·q| = |q×k|/|q−k| = qk|sin φ|/|q−k|, where φ is the angle between q and k. For a large sheet the sum becomes A∫d²k/(2π)². The factors A and k⁴ cancel, and division by q⁴ leaves

D_R(q) = D + (Yk_BT/D) ∫ d²k/(2π)² sin⁴φ/|q−k|⁴.

With k = qs, the integral is J/q², where

J = (1/4π²) ∫₀^∞ s ds I(s), I(s) = ∫₀^(2π) dφ sin⁴φ/(1+s²−2s cos φ)².

*The angular integral.* For s < 1 the geometric series in s exp(iφ) gives

sin φ/(1+s²−2s cos φ) = Σ_(n≥1) s^(n−1) sin nφ.

Multiply by sin φ and use sin φ sin nφ = ½[cos(n−1)φ − cos(n+1)φ]:

sin²φ/(1+s²−2s cos φ) = ½[1 + s cos φ + Σ_(m≥2) (s^m − s^(m−2)) cos mφ].

The square of this is the integrand. In the integral over φ the cross terms vanish, the constant contributes 2π and each squared cosine contributes π:

I = (π/4)[2 + s² + (1−s²)² Σ_(m≥2) s^(2m−4)] = (π/4)[2 + s² + 1 − s²] = 3π/4.

For s > 1, taking s² out of the denominator before squaring gives I = 3π/(4s⁴). Hence

J = (1/4π²)(3π/4)[∫₀¹ s ds + ∫₁^∞ ds/s³] = (3/16π)(½ + ½) = 3/(16π).

Thermal modes longer than the probe wave and modes shorter than it contribute equally. The rigidity is

D_R(q) = D + 3Yk_BT/(16πDq²).

*The length.* The correction equals D at q_th² = 3Yk_BT/(16πD²). Half a wavelength, from crest to trough, is π/q_th:

ℓ_th = √[16π³D²/(3Yk_BT)].

The numerator is 1116.2 eV² and the denominator 164.58 eV²/nm², so

ℓ_th = √(6.782 nm²) = 2.60 nm.

The full wavelength is 5.21 nm.

Two numerical tests support the derivation. In the first, the in-plane displacements of a periodic sheet were relaxed explicitly, with probe wavevector (3,1) and thermal modes up to 7 in box units. The rigidity gain was 0.00514742 in test units for Poisson ratios 0.16 and 0.40, equal to the reduced mode sum; at fixed Y the Poisson ratio drops out. In the second, a mode sum in a large box gave J = 0.05960, against 3/(16π) = 0.05968.

**Comparison of the two results**

Both routes give the combination D/√(Yk_BT). With D and Y held fixed, the length falls as T^(−1/2). The full calculation multiplies the estimate by √(16π³/3) = 12.9, which is π × 4.09. The factor π comes from quoting a half wavelength instead of 1/q. The factor 4.09 is 1/√J: the stretching correction carries the small number J = 0.060, so a longer wave is needed before it matches D. The length is now about ten lattice constants, and a continuum description is reasonable.

**What the length means**

At ℓ_th the correction is as large as the quantity it corrects, so 2.60 nm marks a crossover and is no precise prediction. Higher orders can be estimated by letting the fluctuations weaken the stretching response. Treat B_p as Gaussian with variance V. The modes p and −p together cost (AY/4)|B_p + b|², where b is the part containing the probe. Averaging over B_p adds V to the variance 4k_BT/(AY) of this Gaussian weight, which replaces Y by

Y_R = Y/[1 + AYV/(4k_BT)].

The self-consistent screening approximation puts Y_R and D_R in place of Y and D inside the integral for D_R, and uses D_R in V as well. Since Y_R < Y and D_R > D, the correction shrinks at every q. At q_th the solution has D_R/D = 1.53 instead of 2, and D_R = 2D is reached at a half wavelength of 4.2 nm. This too is an approximation, but it shows that the lowest-order length is uncertain by a factor of order 1.6.

Nor is ℓ_th a ripple spacing. The harmonic spectrum ⟨|h_k|²⟩ ∝ k⁻⁴ falls steadily with k and has no peak. In the self-consistent solution D_R q⁴ also rises steadily between 0.001q_th and 10q_th, so no peak appears there either. The answer to the second question is no: within this model, ℓ_th separates short waves, which bend with nearly the bare D, from long waves, which are stiffened by stretching.

**A sheet under tension**

A tension σ adds σk² to Dk⁴ in the thermal amplitudes. Each mode in the integral is then multiplied by s²/(s²+b), with b = σ/(Dq²), and the radial factor ½ + ½ becomes

R(b) = ∫₀¹ s³ds/(s²+b) + ∫₁^∞ ds/[s(s²+b)] = ½[1 − b ln(1+1/b)] + ln(1+b)/(2b).

The correction equals D when R(b) = (q/q_th)². The scale of the tension is Dq_th² = 0.35 N/m, where σ/Y is about 0.1 percent; a tenth of this tension already lengthens the result by 9 percent. Since the tension here is equal in all directions, the elastic strain of the lattice is σ(1−ν)/Y, with ν the Poisson ratio, and so is slightly smaller. The projected size of the sheet grows by more than this, because tension also flattens the thermal bends; that part has the scale k_BT/(8πD) = 0.07 percent and is comparable with the elastic strain. For σ = 0.10 N/m the condition is met at a half wavelength of 3.22 nm, where b = 0.44 and both sides equal 0.65.

**Beside real graphene**

The given D and Y are typical of graphene. Values of D between roughly 1.2 and 1.7 eV, at fixed Y and T, move ℓ_th from 2.1 to 3.0 nm. D must be the bare, short-wave rigidity; a value measured on long waves would already contain the thermal stiffening. Clamped sheets often carry a residual tension, which breaks the assumption of zero tension; the rough value of 0.10 N/m used above lengthens the lowest-order result by 24 percent. Adhesion to a substrate also suppresses long bends and lies outside this calculation. Two other omissions are small here. The flexural quantum at q_th is 0.54 meV, about 2 percent of k_BT, and quantum motion changes the integral by an estimated 0.3 percent if the in-plane response is taken as static and the integral is cut at the zone radius. Most of this comes from short waves toward the zone edge, where the quantum exceeds k_BT and the continuum form is poor; halving or doubling the cutoff gives 0.07 or 0.8 percent. The lattice correction for a wave at q_th has the scale (q_th a)²/12, with a the lattice constant, or about 0.7 percent. The integral collects the same correction from all shorter modes, which raises it to a few percent of the integral and about half of that in the length; this is an order of magnitude only.

Numbers as computed

```
Bending rigidity D = 1.50 eV
2D Young modulus Y = 340 N/m = 2122.1 eV/nm^2
Temperature = 300 K, kT = 0.02585 eV
16 pi^3 D^2 = 1116.2 eV^2
3 Y kT = 164.58 eV^2/nm^2
l_th squared = 6.782 nm^2
Thermal length l_th (half wavelength) = 2.604 nm
Full wavelength 2 l_th = 5.209 nm
Crossover wavenumber q_th = 1.206 1/nm
Rigidity gain, reduced mode sum = 0.00514742 (test units)
Same, relaxed sheet, Poisson 0.16 = 0.00514742
Same, relaxed sheet, Poisson 0.40 = 0.00514742
Loop number from large-box sum = 0.05960
Loop number 3/(16 pi) = 0.05968
Thermal length from large-box sum = 2.606 nm
Self-consistent D_R/D at q_th = 1.528
Self-consistent Y_R/Y at q_th = 0.825
Self-consistent half wavelength, D_R = 2D: 4.22 nm
Self-consistent slope of D_R, q/q_th 0.01-0.03 = 0.820
Its long-wave limit 4/(1+sqrt 15) = 0.821
Tension scale D q_th^2 = 0.350 N/m
Same as strain D q_th^2/Y = 0.103 percent
Assumed rough tension = 0.10 N/m
Lowest-order half wavelength with tension = 3.22 nm
Rough lattice constant = 0.246 nm
Areal mass density = 7.60e-07 kg/m^2
Flexural quantum at q_th = 0.538 meV
Flexural quantum / kT = 0.0208
Zone cutoff radius = 15.48 1/nm
Quantum change of loop (estimate) = 0.28 percent
l_th / lattice constant = 10.6
Lattice error scale (q_th a)^2/12 = 0.73 percent
l_th for rough D = 1.2 eV: 2.08 nm
l_th for rough D = 1.7 eV: 2.95 nm
```
